\section*{Vibrational Shortening of a Straight Si-O-Si Bridge}

\section{Which length to put into the calculation}

When a silica model is set up at a finite temperature, a silicon separation must be chosen for each straight Si-O-Si bridge. Twice the bond length is the right choice only if the oxygen stays on the line between the silicons. If it vibrates across that line, the mean separation is smaller. The same decision arises in reverse when a bond length is inferred from a silicon separation: half the mean separation is less than the bond length.

Let $b$ be the length of each bond, $L$ the instantaneous silicon separation, and $u$ the perpendicular distance of the oxygen from the instantaneous Si-Si line. For rigid, equal bonds and small $u/b$, the correction is
\begin{equation}
2b-\langle L\rangle\simeq\frac{\langle u^2\rangle}{b},
\qquad
\langle u^2\rangle=\langle u_x^2\rangle+\langle u_y^2\rangle .
\label{main}
\end{equation}
Angle brackets denote a time or thermal average. The mean square is the total over both transverse directions. If a calculation supplies the value for one direction and the two directions are equivalent, the shortening is $2\langle u_x^2\rangle/b$.

The displacement is relative to the silicons. For positions $\mathbf r_1,\mathbf r_2$ of silicon and $\mathbf r_{\rm O}$ of oxygen, define
\begin{equation}
\mathbf d=\mathbf r_2-\mathbf r_1,\qquad
\mathbf s=\mathbf r_{\rm O}-\tfrac12(\mathbf r_1+\mathbf r_2),\qquad
\mathbf u=\mathbf s-\frac{\mathbf d\cdot\mathbf s}{d^2}\,\mathbf d .
\label{extract}
\end{equation}
The last expression removes the part of $\mathbf s$ along the bridge. A common translation leaves $\mathbf d$ and $\mathbf s$ unchanged, so it contributes nothing. An absolute oxygen displacement therefore cannot replace $\mathbf u$ unless the transverse silicon motion is negligible. Note also that $\langle L\rangle=\langle|\mathbf d|\rangle$ is the mean of the instantaneous distance. The distance between mean silicon sites, which a static model or a diffraction structure uses, is smaller by about $\langle d_\perp^2\rangle/(2\langle L\rangle)$, where $d_\perp$ is the part of $\mathbf d$ across the mean axis. This term is not contained in (\ref{main}) and can be of the same order.

\section{Geometry and the size of the error}

Put the origin midway between the silicons and the $z$ axis along their line. The silicons are at $z=\pm L/2$ and the oxygen is at $(u_x,u_y,z)$. The two bond conditions are
\begin{align}
u^2+(z-L/2)^2&=b^2,\\
u^2+(z+L/2)^2&=b^2 .
\end{align}
Subtracting the first from the second gives $2zL=0$. Since $L>0$, the oxygen has $z=0$: equal bonds keep it in the plane that bisects the bridge. Either condition then becomes $L^2/4=b^2-u^2$, and the positive root is
\begin{equation}
L=2\sqrt{b^2-u^2}.
\label{geometry}
\end{equation}

Let $\delta=2b-L$ be the instantaneous shortening. Squaring $2b-\delta=2\sqrt{b^2-u^2}$ gives
\begin{equation}
4b^2-4b\delta+\delta^2=4b^2-4u^2 .
\end{equation}
Cancelling $4b^2$ and dividing by $4b$ yields the identity
\begin{equation}
\delta=\frac{u^2}{b}+\frac{\delta^2}{4b}.
\label{identity}
\end{equation}
The first term is the desired result and the second is the whole error. To bound it, multiply and divide $2b-2\sqrt{b^2-u^2}$ by $b+\sqrt{b^2-u^2}$:
\begin{equation}
\delta=\frac{2u^2}{b+\sqrt{b^2-u^2}}\leq\frac{2u^2}{b}.
\end{equation}
Inserting this bound in the last term of (\ref{identity}) and averaging gives
\begin{equation}
0\leq 2b-\langle L\rangle-\frac{\langle u^2\rangle}{b}
\leq\frac{\langle u^4\rangle}{b^3}.
\label{bound}
\end{equation}
This proves (\ref{main}) whenever $\langle u^4\rangle\ll b^2\langle u^2\rangle$. No harmonic force or particular distribution has been assumed. The condition contains the fourth moment because rare large excursions can matter even when the mean square is small.

For small $u$, putting $\delta\simeq u^2/b$ into the error term gives its leading value, $u^4/(4b^3)$. The shortening is positive for either sign of displacement, so vibrations to the two sides do not cancel.

For an isotropic Gaussian distribution with variance $\sigma^2$ in each direction,
\begin{equation}
\langle u^4\rangle
=\langle u_x^4\rangle+2\langle u_x^2\rangle\langle u_y^2\rangle+\langle u_y^4\rangle
=3\sigma^4+2\sigma^4+3\sigma^4=8\sigma^4 .
\end{equation}
Since $\langle u^2\rangle=2\sigma^2$, this is $2\langle u^2\rangle^2$. The next term, relative to the leading shortening, is therefore
\begin{equation}
\frac{\langle u^4\rangle/(4b^3)}{\langle u^2\rangle/b}
=\frac{\langle u^2\rangle}{2b^2}.
\label{nextorder}
\end{equation}
For Gaussian motion confined to one direction, $\langle u^4\rangle=3\langle u^2\rangle^2$ and the ratio is $3\langle u^2\rangle/(4b^2)$. The leading shortening is the same for the same total mean square. The Gaussian tail beyond $u=b$, which rigid bonds forbid, is negligible in this regime.

\section{Whether the silicons can follow}

With rigid bonds, each silicon must move along the axis as the oxygen swings. If $h=L/2$, then $h^2=b^2-u^2$, and differentiation gives $h\dot h=-\mathbf u\cdot\dot{\mathbf u}$. For motion through the axis, $\dot{\mathbf u}$ is parallel to $\mathbf u$, so $\dot h^2=u^2\dot u^2/h^2$. With silicon mass $M$ and oxygen mass $m$, the ratio of kinetic energies is
\begin{equation}
\frac{2(\frac12M\dot h^2)}{\frac12m\dot u^2}
=\frac{2Mu^2}{mh^2}\simeq\frac{2Mu^2}{mb^2}.
\label{inertia}
\end{equation}
This is small for a bridge whose silicons are free along the axis. In a network they also pull on their neighbours, and they may be unable to follow: for $u=A\cos\omega t$, the required motion contains $u^2=(A^2/2)(1+\cos2\omega t)$, at twice the oxygen frequency.

The opposite limit can be treated by fixing the silicons at $\pm h$ and replacing each rigid bond by a stiff spring of natural length $b$. Its instantaneous length is $\ell=\sqrt{h^2+u^2}$. Suppose the surrounding network applies no mean axial force and the transverse restoring force on the oxygen has no axial component. The axial component of the spring force is proportional to $(\ell-b)h/\ell$, so
\begin{equation}
\left\langle1-\frac b\ell\right\rangle=0 .
\end{equation}
Expanding $1/\ell=h^{-1}[1-u^2/(2h^2)+\cdots]$ gives
\begin{equation}
h=b\left(1-\frac{\langle u^2\rangle}{2h^2}+\cdots\right)
\simeq b-\frac{\langle u^2\rangle}{2b}.
\end{equation}
Replacing $h^2$ by $b^2$ in the correction changes only higher orders. Thus $2b-2h\simeq\langle u^2\rangle/b$ again, for the same distribution of $u$. The second assumption fails if the restoring force comes from bond angles. Its energy is then $\frac12Ku^2(b/h)^2$, with $K$ the transverse spring constant, and it pushes the silicons apart. With force constant $k$ for each bond, the balance becomes $2k\langle\ell-b\rangle\simeq K\langle u^2\rangle/b$, so $2b-2h\simeq(\langle u^2\rangle/b)(1-K/k)$; the relation $2\langle\ell\rangle-2h\simeq\langle u^2\rangle/b$ is unchanged. The result also needs the mean axial force of the network to vanish; a network that holds the bridge under tension adds an elastic extension and also reduces $\langle u^2\rangle$, because tension resists the transverse motion.

\section{Temperature dependence}

Temperature enters through $\langle u^2\rangle$. Take two equal harmonic transverse modes of angular frequency $\omega$, hold the silicons transversely, and neglect the small inertia in (\ref{inertia}). The spring constant is $K=m\omega^2$, and the mode energy $E=\hbar\omega$ is kept independent of temperature. Define
\begin{equation}
x=\frac{\hbar\omega}{2k_{\rm B}T}.
\end{equation}
The mean occupation of one mode is $n=1/(e^{2x}-1)$, and hence
\begin{equation}
n+\frac12=\frac{e^{2x}+1}{2(e^{2x}-1)}=\frac12\coth x .
\end{equation}
In a harmonic oscillator half the mean energy is potential energy. Therefore
\begin{equation}
\frac12m\omega^2\langle u_x^2\rangle
=\frac12\hbar\omega\left(n+\frac12\right),
\qquad
\langle u_x^2\rangle=\frac{\hbar}{2m\omega}\coth x .
\end{equation}
Adding the equal $y$ contribution gives
\begin{equation}
\langle u^2\rangle=\frac{\hbar}{m\omega}\coth x,\qquad
2b-\langle L\rangle\simeq\frac{\hbar}{m\omega b}\coth x .
\label{thermal}
\end{equation}
At zero temperature $\coth x\to1$, so zero-point motion leaves a shortening $\hbar/(m\omega b)$. At high temperature $\coth x\simeq1/x$, and the shortening tends to $2k_{\rm B}T/(Kb)$.

With $b$ held fixed, define the expansion coefficient of this bridge, to leading order, by
\begin{equation}
\alpha=\frac1{2b}\frac{d\langle L\rangle}{dT}
=-\frac1{2b^2}\frac{d\langle u^2\rangle}{dT}.
\end{equation}
Because $dx/dT=-x/T$, we have $d(\coth x)/dT=x/(T\sinh^2x)$. Substituting $1/T=2k_{\rm B}x/(\hbar\omega)$ gives
\begin{equation}
\frac{d\langle u^2\rangle}{dT}
=\frac{2k_{\rm B}}{m\omega^2}\frac{x^2}{\sinh^2x},
\qquad
\alpha=-\frac{k_{\rm B}}{Kb^2}\frac{x^2}{\sinh^2x}.
\label{alpha}
\end{equation}
The sign is negative because heating increases the transverse motion. The classical limit is $-k_{\rm B}/(Kb^2)$. At low temperature $\alpha$ vanishes exponentially, although the zero-point shortening remains.

\section{A bridge in the silica regime}

Take the rough values $b=0.16$ nm and $E=50$ meV. The oxygen mass then gives $K=153$ N/m. At 300 K, $x=0.967$ and (\ref{thermal}) gives $\langle u^2\rangle=6.99\times10^{-5}$ nm$^2$. The shortening is
\begin{equation}
\frac{6.99\times10^{-5}\ {\rm nm}^2}{0.160\ {\rm nm}}
=4.37\times10^{-4}\ {\rm nm}.
\end{equation}
The leading formula can be compared with an average of (\ref{geometry}) over the quantum thermal density, obtained by numerical diagonalization:

\begin{center}
\begin{tabular}{cccc}
$T$ & $\langle u^2\rangle$ & $\langle u^2\rangle/b$ & full geometry\\
(K) & ($10^{-5}$ nm$^2$) & ($10^{-4}$ nm) & ($10^{-4}$ nm)\\
0 & 5.226 & 3.266 & 3.269\\
300 & 6.992 & 4.370 & 4.376\\
1000 & 18.515 & 11.572 & 11.614
\end{tabular}
\end{center}

The extra digits serve to show the geometric error, not the accuracy of the rough inputs. At 1000 K the predicted next term is 0.36\% of the leading shortening, in agreement with the last two columns. At 300 K about three quarters of the shortening is already present at zero temperature.

The classical coefficient is
\begin{equation}
-\frac{1.381\times10^{-23}\ {\rm J/K}}
{(153.3\ {\rm N/m})(1.60\times10^{-10}\ {\rm m})^2}
=-3.52\times10^{-6}\ {\rm K}^{-1}.
\end{equation}
The quantum factor $x^2/\sinh^2x$ reduces its magnitude to $2.60\times10^{-6}$ K$^{-1}$ at 300 K and $3.42\times10^{-6}$ K$^{-1}$ at 1000 K.

The result is sensitive to the softness of the mode. Halving $E$ at fixed $m$, $b$ and $T$ multiplies the shortening by
\begin{equation}
\frac{2\coth(x/2)}{\coth x}
=\frac{4}{1+\tanh^2(x/2)},
\end{equation}
where $x$ belongs to the original mode and $\coth x=[1+\tanh^2(x/2)]/[2\tanh(x/2)]$ has been used. This factor is 3.33 at 300 K, giving $1.45\times10^{-3}$ nm. The spring constant falls by four, so the corresponding factor for $\alpha$ is
\begin{equation}
4\,\frac{(x/2)^2/\sinh^2(x/2)}{x^2/\sinh^2x}
=4\cosh^2(x/2),
\end{equation}
which is 5.01 and gives $-13.0\times10^{-6}$ K$^{-1}$. It exceeds the classical factor of four because the softer mode is also closer to its classical limit. An uncertain mode energy thus matters far more here than the next geometric term.

For silicons that follow along the axis, the kinetic-energy ratio (\ref{inertia}) at the 300 K root-mean-square displacement is 0.96\%. Including this inertia raises the shortening by about 0.3\% at 300 K and 1.2\% at 1000 K, more than the next geometric term, so the last digits of the table refer to the assumed harmonic density only. For fixed silicons with elastic bonds, solving the zero-force condition with the same Gaussian distribution gives $4.364\times10^{-4}$ nm, close to the rigid-bond value, when only the bond springs act along the axis. For an angular restoring force and the stretch energy of 130 meV used below, $k=518$ N/m and $K/k=0.30$, and the shortening relative to $2b$ falls to about $3.1\times10^{-4}$ nm.

Transverse silicon motion has a larger effect. Let the potential be $\frac12Ku^2$ for each direction, with $u=y_{\rm O}-(y_1+y_2)/2$. The force on oxygen is $-Ku$ and that on each silicon is $+Ku/2$, so
\begin{equation}
\ddot u=-\frac{Ku}{m}-\frac12\left(\frac{Ku}{2M}+\frac{Ku}{2M}\right)
=-Ku\left(\frac1m+\frac1{2M}\right).
\end{equation}
The oxygen mass is replaced by $\mu=2Mm/(2M+m)$. At fixed $K$ this raises $\langle u^2\rangle$ by 6.0\% at 300 K. The change disappears in the classical limit, where $\langle u^2\rangle=2k_{\rm B}T/K$ contains no mass.

\section{When bond stretching must be included}

Rigid bonds exclude ordinary thermal lengthening. To estimate the part caused by oxygen moving between still silicons, let each bond have the Morse energy $D(1-e^{-a\xi})^2$, where $\xi$ is its extension. An antisymmetric stretch moves oxygen by $z$ along the axis, so the extensions are $s/2\pm z$ when the silicon separation is $2b+s$. Here $b$ is the length at the Morse minimum. The derivative of the Morse energy is $2Da(e^{-a\xi}-e^{-2a\xi})$. Zero mean force therefore requires $\langle e^{-a\xi}\rangle=\langle e^{-2a\xi}\rangle$. For Gaussian $z$, $\langle e^{-qz}\rangle=e^{q^2\langle z^2\rangle/2}$, and equality of the exponents gives
\begin{equation}
-\frac{as}{2}+\frac{a^2\langle z^2\rangle}{2}
=-as+2a^2\langle z^2\rangle,
\qquad s=3a\langle z^2\rangle .
\label{stretch}
\end{equation}

Use the rough values $a=20$ nm$^{-1}$ and 130 meV for the stretch energy, with the oxygen mass and a harmonic thermal width. Between 300 and 1000 K, (\ref{stretch}) gives a lengthening of $3.35\times10^{-4}$ nm. Over the same interval, transverse motion adds a shortening of
\begin{equation}
(11.572-4.370)\times10^{-4}\ {\rm nm}
=7.20\times10^{-4}\ {\rm nm}.
\end{equation}
This part of the lengthening cancels 46\% of it. Relative motion of the silicons along the axis also stretches the bonds and adds to the lengthening. In an unrestrained classical chain of such bonds, with harmonic force constant $k=2Da^2$, each bond extension has mean square $k_{\rm B}T/k$, twice the $k_{\rm B}T/(2k)$ that comes from oxygen alone. In that classical chain the lengthening between 300 and 1000 K is about $1.2\times10^{-3}$ nm, larger than the classical transverse shortening of $7.9\times10^{-4}$ nm. The sum is negative for still silicons and positive for the free chain, so these estimates do not settle its sign in a network. For thermal expansion, rigidity is therefore a poor approximation even though the geometry is accurate.

The remedy in a simulation is to use measured mean bond lengths. For instantaneous lengths $\ell_1,\ell_2$, with the foot of the perpendicular between the silicons,
\begin{equation}
L=\sqrt{\ell_1^2-u^2}+\sqrt{\ell_2^2-u^2}
\simeq\ell_1+\ell_2-\frac{u^2}{2}\left(\frac1{\ell_1}+\frac1{\ell_2}\right).
\end{equation}
If both lengths fluctuate by a small fraction about the same mean $\bar\ell(T)$, averaging gives $\langle L\rangle\simeq2\bar\ell(T)-\langle u^2\rangle/\bar\ell(T)$. Bond expansion is then in the first term and must not be added again.

\section{Bent bridges and real silica}

The bond length used here is typical of silica, and 50 meV lies roughly in the range of its oxygen rocking vibrations. The stiffness derived from it belongs to an oxygen moving against tetrahedra that keep their orientation; when the tetrahedra rotate with the bonds the bend is far softer, and $\langle u^2\rangle$ can be much larger than in the example. The straight mean geometry is a serious restriction, because the bridges in real silica are commonly bent, with angles around a rough 150 degrees. At that angle the oxygen offset is $u_0=b\sin15^\circ=0.0414$ nm. The static shortening is 0.0109 nm, about 25 times the vibrational shortening at 300 K. The leading expression $u_0^2/b$ gives 0.0107 nm, so it remains useful at this bend.

To find the vibrational part, let $v$ be the displacement from $u_0$ in the plane of the bend and $w$ the displacement out of it. With $\theta=15^\circ$, the equilibrium half-separation is $b\cos\theta$. Differentiating $L=2\sqrt{b^2-(u_0+v)^2-w^2}$ at $v=w=0$ gives
\begin{equation}
L_v=-2\tan\theta,\qquad
L_{vv}=-\frac{2}{b\cos^3\theta},\qquad
L_{ww}=-\frac{2}{b\cos\theta}.
\end{equation}
If the mean offset is held fixed, $\langle v\rangle=0$. For equal variances $\langle v^2\rangle=\langle w^2\rangle=\langle u^2\rangle_{\rm vib}/2$, the second-order terms give
\begin{equation}
\Delta L_{\rm vib}\simeq-\frac{\langle u^2\rangle_{\rm vib}}{b}\,
\frac12\left(\frac1{\cos^3\theta}+\frac1{\cos\theta}\right).
\end{equation}
The factor is 1.07, but fixing $\langle v\rangle$ does not fix the mean bridge angle. Motion out of the plane raises the mean distance of the oxygen from the axis by $\langle w^2\rangle/(2u_0)$, and the $w$ term above is $L_v$ times this shift; the mean angle closes by about a third of a degree at 300 K. Measured instead from the separation at the mean angle, only the in-plane fluctuation remains, $-\langle v^2\rangle/(b\cos\theta)$, and the factor is $1/(2\cos\theta)=0.52$. The factor 1.07 must therefore not be combined with a measured change of the mean angle. Equal variances are also an assumption, since the in-plane and out-of-plane motions of a bent bridge have different stiffness. A temperature-dependent mean angle matters because $L_v$ is not zero. With the bridge angle $\phi$, $L=2b\sin(\phi/2)$ and $dL/d\phi=b\cos(\phi/2)$, or $7.2\times10^{-4}$ nm per degree at 150 degrees. An opening of about one degree would therefore change the separation by an amount similar in size to the added shortening calculated for the straight bridge between 300 and 1000 K, and opposite in sign.

Nor can the straight-bridge spring describe the bend itself. It assigns the 150-degree geometry an energy 0.82 eV above the straight one, whereas a bridge that is stable when bent has lower energy there. For such a bridge, average $L=2b\sin(\phi/2)$ over the angle distribution of the actual potential or trajectory, which counts the mean angle and its fluctuation once each. The coefficient in (\ref{alpha}) describes one model bridge and is not a prediction for bulk silica, whose expansion also depends on bond stretching, angle changes and the way the network transmits them. The numerical output below gives the inputs and the separate contributions.

\section*{Computed results}
\begin{verbatim}
Bond length b (rough input): 0.160 nm
Straight rest separation 2b: 0.320 nm
Transverse mode energy (rough input): 50.0 meV
Oxygen mass: 2.6567e-26 kg
Silicon mass: 4.6636e-26 kg
Transverse spring constant: 153.3 N/m
T = 0 K: total <u^2> = 5.2255e-05 nm^2
  one-direction <u_x^2> = 2.6128e-05 nm^2
  rms transverse displacement = 0.00723 nm
  shortening <u^2>/b = 3.2660e-04 nm
  shortening, full geometry = 3.2693e-04 nm
  relative next order = 0.102 %
T = 300 K: total <u^2> = 6.9916e-05 nm^2
  one-direction <u_x^2> = 3.4958e-05 nm^2
  rms transverse displacement = 0.00836 nm
  shortening <u^2>/b = 4.3697e-04 nm
  shortening, full geometry = 4.3757e-04 nm
  relative next order = 0.137 %
T = 1000 K: total <u^2> = 1.8515e-04 nm^2
  one-direction <u_x^2> = 9.2573e-05 nm^2
  rms transverse displacement = 0.01361 nm
  shortening <u^2>/b = 1.1572e-03 nm
  shortening, full geometry = 1.1614e-03 nm
  relative next order = 0.362 %
x = E/(2 kB T) at 300 K: 0.9670
Bridge alpha at 300 K: -2.600 1e-6/K
Bridge alpha at 1000 K: -3.421 1e-6/K
Classical limit of alpha: -3.518 1e-6/K
Half mode energy: 25.0 meV
  its shortening at 300 K: 1.4546e-03 nm
  its alpha at 300 K: -13.025 1e-6/K
Fixed-Si elastic shortening, 300 K: 4.3638e-04 nm
Si/O kinetic ratio at rms u, 300 K: 0.959 %
Free transverse Si: <u^2> change, 300 K: 6.02 %
Stretch mode energy (rough input): 130.0 meV
Morse parameter a (rough input): 20.0 1/nm
Bond lengthening, 300 to 1000 K: 3.3460e-04 nm
Added shortening, 300 to 1000 K: 7.2019e-04 nm
Lengthening/shortening ratio: 0.465
Bent bridge angle (rough input): 150.0 degrees
Static oxygen offset: 0.04141 nm
Static shortening, full geometry: 0.01090 nm
Static shortening, offset^2/b: 0.01072 nm
Bent/straight vibrational shortening: 1.0724
Separation change per degree of angle: 7.2276e-04 nm
Harmonic energy at this bend: 0.820 eV
\end{verbatim}
